# Harmonic Voltages of a Resistive Heater with a Direct-Current Offset: verification in Python

```python
"""
Result under test: a heater with current I0*(eta + cos(w t)) and resistance
R0*(1 + alpha*theta) has, to leading order in alpha*theta, thermal voltages
  dc : K*eta*((eta^2+1/2)*Z0 + Re Z1)
  1w : K*((eta^2+1/2)*Z0 + 2*eta^2*Z1 + Z2/4)
  2w : K*eta*(Z1 + Z2/2)
  3w : K*Z2/4            with K = alpha*R0^2*I0^3.
Z0, Z1, Z2: mean temperature rise per unit power at frequencies 0, w, 2w.
Phasors follow V = V_0 + Re sum V_n exp(i n w t); amplitudes are peak values.
The heater is a uniform wire whose ends are held at ambient temperature.
The formulas are compared with a time-domain solution of the heated wire.
"""
import numpy as np
from scipy.constants import Stefan_Boltzmann

# Rough typical values for a platinum-rhodium wire probe (SI units)
DIAM, LENGTH = 5e-6, 200e-6
COND, HEATCAP = 38.0, 3.2e6
RESISTIVITY, ALPHA = 1.9e-7, 1.65e-3
AMP, ETA, FREQ = 10e-3, 0.5, 500.0
AREA = np.pi * DIAM**2 / 4
R0 = RESISTIVITY * LENGTH / AREA
OMEGA = 2 * np.pi * FREQ


def impedance(omega, h=0.0):
    """Closed-form mean temperature rise per watt; h is surface loss."""
    q2 = (1j * omega * HEATCAP + 4 * h / DIAM) / COND
    if q2 == 0:
        return complex(LENGTH / (12 * COND * AREA))
    u = np.sqrt(q2) * LENGTH / 2
    return LENGTH / (COND * AREA) * (1 - np.tanh(u) / u) / (4 * u**2)


def impedance_grid(omega, h=0.0, end_resistance=1e-3, n=300):
    """Same quantity from cell energy balances; ends leak to ambient."""
    dx = LENGTH / n
    width = np.full(n + 1, dx)
    width[[0, -1]] = dx / 2
    link = COND * AREA / dx
    loss = 1j * omega * HEATCAP * AREA + h * np.pi * DIAM
    mat = np.diag(loss * width + 2 * link)
    mat[0, 0] += 1 / end_resistance - link
    mat[-1, -1] += 1 / end_resistance - link
    mat -= link * (np.eye(n + 1, k=1) + np.eye(n + 1, k=-1))
    theta = np.linalg.solve(mat, width / LENGTH)
    return np.sum(theta * width) / LENGTH


def harmonics(amp, eta, z0, z1, z2):
    """Leading-order thermal voltages at dc, 1w, 2w, 3w."""
    k = ALPHA * R0**2 * amp**3
    return k * np.array([
        eta * ((eta**2 + 0.5) * z0 + z1.real),
        (eta**2 + 0.5) * z0 + 2 * eta**2 * z1 + z2 / 4,
        eta * (z1 + z2 / 2),
        z2 / 4])


def simulate(amp, eta, freq=FREQ, feedback=True, source=None,
             curvature=0.0, cond_slope=0.0, periods=8, steps=400, n=60):
    """Time-domain wire; returns thermal voltage phasors for n = 0..5."""
    dt = 1 / (freq * steps)
    one = np.eye(n - 1)
    lap = np.eye(n - 1, k=1) + np.eye(n - 1, k=-1) - 2 * one
    diffusion = COND / HEATCAP * (n / LENGTH)**2 * lap
    inverse = np.linalg.inv(one - dt / 2 * diffusion)
    advance = inverse @ (one + dt / 2 * diffusion)
    nominal = amp * (eta + np.cos(2 * np.pi * np.arange(steps) / steps))

    def state(theta, current):
        change = ALPHA * theta + curvature * theta**2
        res = R0 * (1 + change.sum() / n)
        if source is not None:
            current = current * (source + R0) / (source + res)
        rate = current**2 * R0 / (AREA * LENGTH * HEATCAP)
        heat = rate * (1 + change) if feedback else rate * np.ones(n - 1)
        if cond_slope:
            heat = heat + diffusion @ (cond_slope * theta**2 / 2)
        return heat, current * res

    theta = np.zeros(n - 1)
    record = np.zeros(steps)
    for j in range(periods * steps):
        now, following = nominal[j % steps], nominal[(j + 1) % steps]
        heat, voltage = state(theta, now)
        record[j % steps] = voltage - now * R0
        base = advance @ theta
        new = theta
        for _ in range(3):
            heat_new = state(new, following)[0]
            new = base + inverse @ (dt / 2 * (heat + heat_new))
        theta = new
    spectrum = np.fft.fft(record)[:6] / steps
    spectrum[1:] *= 2
    return spectrum


# Thermal impedance: closed form against energy balances
for h_test in (0.0, 2000.0):
    for w_test in (0.0, OMEGA, 2 * OMEGA):
        exact = impedance(w_test, h_test)
        assert abs(impedance_grid(w_test, h_test) / exact - 1) < 2e-4
z = [impedance(m * OMEGA) for m in range(3)]

# Harmonic formulas against the full simulation at weak drive
weak = 0.3e-3
k_weak = ALPHA * R0**2 * weak**3
worst = 0.0
for eta_test in (0.5, -0.5, 1.5, 0.0):
    sim = simulate(weak, eta_test)
    pred = harmonics(weak, eta_test, *z)
    for s, p in zip(sim[:4], pred):
        # 60-cell grid and feedback each leave errors below 0.1 percent
        assert abs(s - p) < 2e-3 * abs(p) + 1e-6 * k_weak * abs(z[0])
        if abs(p) > 0:
            worst = max(worst, abs(s / p - 1))
    if eta_test == 0.5:
        sim_weak = sim

# Recover the three impedances from simulated voltages
v1, v2, v3 = sim_weak[1:4]
rec2 = 4 * v3 / k_weak
rec1 = (v2 - 2 * ETA * v3) / (ETA * k_weak)
rec0 = (v1 - 2 * ETA * v2 - (1 - 4 * ETA**2) * v3) / (k_weak * (ETA**2 + 0.5))
for got, want in zip((rec0, rec1, rec2), z):
    assert abs(got / want - 1) < 3e-3
imag_check = (2 * ETA * v2 + (1 - 4 * ETA**2) * v3).imag
assert abs(imag_check / v1.imag - 1) < 2e-3

# Slow and fast limits of the second-to-third harmonic ratio
slow = simulate(weak, ETA, freq=5.0, periods=4)
slow_ratio = abs(slow[2] / slow[3]) / ETA
assert abs(slow_ratio - 6) < 0.03
fast_w = 2 * np.pi * 1e6
fast = harmonics(weak, ETA, z[0], impedance(fast_w), impedance(2 * fast_w))
fast_ratio = abs(fast[2] / fast[3]) / ETA
assert abs(fast_ratio - 10) < 0.1

# A source resistance equal to R0 must halve the thermal voltages
halved = simulate(weak, ETA, source=R0)
assert np.all(abs(halved[:4] / sim_weak[:4] - 0.5) < 1e-3)

# Feedback: relative change grows as I0^2, new harmonics as I0^5
open_loop = simulate(AMP, ETA, feedback=False)
full = simulate(AMP, ETA)
half_drive = simulate(AMP / 2, ETA)
dev_full = abs(full[1:4] / open_loop[1:4] - 1)
dev_half = abs(half_drive[1:4] / (open_loop[1:4] / 8) - 1)
assert np.all(abs(dev_full / dev_half - 4) < 0.3)
assert np.all(abs(open_loop[4:]) < 1e-8 * abs(open_loop[3]))
growth = abs(full[4:] / half_drive[4:])
assert np.all(abs(growth / 32 - 1) < 0.08)

# Worked example and the size of neglected effects
volts = harmonics(AMP, ETA, *z)
power = AMP**2 * R0
rises = [power * (ETA**2 + 0.5) * z[0].real,
         power * 2 * ETA * abs(z[1]), power * abs(z[2]) / 2]


def percent(changed, reference):
    vals = 100 * abs(np.asarray(changed) / np.asarray(reference) - 1)
    return ", ".join(f"{x:.3f}" for x in vals)


CURVATURE, COND_SLOPE = -6e-7, 3e-4
material = simulate(AMP, ETA, curvature=CURVATURE, cond_slope=COND_SLOPE)
STUB_LEN, STUB_DIAM, STUB_COND = 1e-3, 75e-6, 420.0
stub = STUB_LEN / (STUB_COND * np.pi * STUB_DIAM**2 / 4)
z_stub = [impedance_grid(m * OMEGA, 0.0, stub) for m in range(3)]
z_rigid = [impedance_grid(m * OMEGA) for m in range(3)]
v_stub = harmonics(AMP, ETA, *z_stub)
v_rigid = harmonics(AMP, ETA, *z_rigid)
AMBIENT, H_AIR, SOURCE = 300.0, 2000.0, 1000.0
h_rad = 4 * Stefan_Boltzmann * AMBIENT**3
v_rad = harmonics(AMP, ETA, *[impedance(m * OMEGA, h_rad) for m in range(3)])
v_air = harmonics(AMP, ETA, *[impedance(m * OMEGA, H_AIR) for m in range(3)])

print(f"wire diameter {DIAM*1e6:.1f} um, length {LENGTH*1e6:.0f} um")
print(f"conductivity {COND:.0f} W/(m K), heat capacity {HEATCAP:.2e} J/(m3 K)")
print(f"resistivity {RESISTIVITY:.2e} ohm m, alpha {ALPHA:.2e} 1/K")
print(f"ac peak {AMP*1e3:.1f} mA, dc {ETA*AMP*1e3:.1f} mA, eta {ETA:.2f}")
print(f"drive frequency {FREQ:.0f} Hz")
print(f"cold resistance R0 {R0:.4f} ohm")
print(f"K = alpha R0^2 I0^3: {ALPHA*R0**2*AMP**3:.4e} V W/K")
for m in range(3):
    print(f"Z{m}: magnitude {abs(z[m]):.0f} K/W, "
          f"phase {np.degrees(np.angle(z[m])):.2f} deg")
for m in range(3):
    print(f"temperature amplitude at {m}w: {rises[m]:.3f} K")
print(f"ohmic first harmonic I0 R0: {AMP*R0*1e3:.3f} mV peak")
print(f"thermal dc voltage: {volts[0].real*1e6:.2f} uV")
for m in (1, 2, 3):
    print(f"thermal {m}w: {abs(volts[m])*1e6:.2f} uV peak, "
          f"{abs(volts[m])*1e6/np.sqrt(2):.2f} uV rms, "
          f"phase {np.degrees(np.angle(volts[m])):.2f} deg")
for m in (1, 2, 3):
    print(f"full simulation {m}w: {abs(full[m])*1e6:.2f} uV peak")
print(f"full simulation 4w, 5w: {abs(full[4])*1e9:.1f}, "
      f"{abs(full[5])*1e9:.1f} nV peak")
print(f"4w, 5w growth on doubling current: {growth[0]:.2f}, {growth[1]:.2f}")
print(f"largest weak-drive formula error: {100*worst:.3f} percent")
print(f"recovered |Z0|, |Z1|, |Z2|: {abs(rec0):.0f}, {abs(rec1):.0f}, "
      f"{abs(rec2):.0f} K/W")
print(f"|V2/V3|/eta at 5 Hz: {slow_ratio:.3f}; at 1 MHz: {fast_ratio:.3f}")
print(f"V1 error from 0.1 percent error in R0: {AMP*R0*1e-3*1e6:.2f} uV")
print("relative changes of thermal 1w, 2w, 3w voltages, in percent:")
print(f"  electrothermal feedback: {percent(full[1:4], open_loop[1:4])}")
print(f"  rough curvature {CURVATURE:.1e} 1/K2 and conductivity slope "
      f"{COND_SLOPE:.1e} 1/K: {percent(material[1:4], full[1:4])}")
print(f"  silver supports, {stub:.0f} K/W each (steady value): "
      f"{percent(v_stub[1:], v_rigid[1:])}")
print(f"  black-body radiation, h {h_rad:.2f} W/(m2 K): "
      f"{percent(v_rad[1:], volts[1:])}")
print(f"  air instead of vacuum, rough h {H_AIR:.0f} W/(m2 K): "
      f"{percent(v_air[1:], volts[1:])}")
print(f"  source resistance {SOURCE:.0f} ohm, all three: "
      f"{100*R0/(SOURCE+R0):.3f}")
print("checks complete")
```

Running it gives:

```
wire diameter 5.0 um, length 200 um
conductivity 38 W/(m K), heat capacity 3.20e+06 J/(m3 K)
resistivity 1.90e-07 ohm m, alpha 1.65e-03 1/K
ac peak 10.0 mA, dc 5.0 mA, eta 0.50
drive frequency 500 Hz
cold resistance R0 1.9353 ohm
K = alpha R0^2 I0^3: 6.1800e-09 V W/K
Z0: magnitude 22338 K/W, phase 0.00 deg
Z1: magnitude 15259 K/W, phase -46.21 deg
Z2: magnitude 9496 K/W, phase -63.48 deg
temperature amplitude at 0w: 3.242 K
temperature amplitude at 1w: 2.953 K
temperature amplitude at 2w: 0.919 K
ohmic first harmonic I0 R0: 19.353 mV peak
thermal dc voltage: 84.40 uV
thermal 1w: 150.31 uV peak, 106.28 uV rms, phase -18.29 deg
thermal 2w: 61.32 uV peak, 43.36 uV rms, phase -50.28 deg
thermal 3w: 14.67 uV peak, 10.37 uV rms, phase -63.48 deg
full simulation 1w: 151.61 uV peak
full simulation 2w: 61.96 uV peak
full simulation 3w: 14.86 uV peak
full simulation 4w, 5w: 55.2, 7.2 nV peak
4w, 5w growth on doubling current: 32.28, 32.40
largest weak-drive formula error: 0.057 percent
recovered |Z0|, |Z1|, |Z2|: 22332, 15253, 9491 K/W
|V2/V3|/eta at 5 Hz: 6.001; at 1 MHz: 9.977
V1 error from 0.1 percent error in R0: 19.35 uV
relative changes of thermal 1w, 2w, 3w voltages, in percent:
  electrothermal feedback: 0.916, 1.196, 1.668
  rough curvature -6.0e-07 1/K2 and conductivity slope 3.0e-04 1/K: 0.316, 0.426, 0.644
  silver supports, 539 K/W each (steady value): 0.963, 0.809, 0.621
  black-body radiation, h 6.12 W/(m2 K): 0.036, 0.031, 0.022
  air instead of vacuum, rough h 2000 W/(m2 K): 10.311, 9.503, 6.834
  source resistance 1000 ohm, all three: 0.193
checks complete
```
